# High-Temperature Limit of Cahill's Minimum Thermal Conductivity

## Definitions and conventions

The solid is isotropic and has $n$ counted atoms per unit volume. It carries three acoustic branches $i=1,2,3$: one longitudinal, with sound speed $v_1=v_L$, and two transverse, with $v_2=v_3=v_T$. The wave number is $k$, the angular frequency $\omega$ and the wavelength $\lambda=2\pi/k$. The thermal conductivity $\kappa$ is defined by $J=-\kappa\,dT/dx$, where $J$ is the heat flux along $x$.

Cahill's model rests on four assumptions.

1. Each branch is linear, $\omega=v_ik$, up to a cutoff $k_D$.
2. The cutoff gives each branch one mode per counted atom.
3. Each mode relaxes to equilibrium with a mean lifetime of half a period, $\tau=\pi/\omega$.
4. Heat is carried as in the kinetic theory of wave packets.

The third assumption fixes the mean free path:
$$\Lambda=v_i\tau=\frac{\pi v_i}{\omega}=\frac{\pi}{k}=\frac{\lambda}{2}.$$
It expresses the picture of a strongly disordered solid in which a vibration hands its energy on after half an oscillation on average. A wave packet with so short a path is not well defined, so the fourth assumption is part of the model and not a controlled approximation.

With the cutoff temperatures $\Theta_i=\hbar v_ik_D/k_B$, the model gives
$$\kappa(T)=\left(\frac{\pi}{6}\right)^{1/3}k_Bn^{2/3}\sum_i v_i\left(\frac{T}{\Theta_i}\right)^2\int_0^{\Theta_i/T}\frac{x^3e^x}{(e^x-1)^2}\,dx. \tag{1}$$
When $T$ is well above every $\Theta_i$, this tends to
$$\kappa_\infty=\frac12\left(\frac{\pi}{6}\right)^{1/3}k_Bn^{2/3}(v_L+2v_T). \tag{2}$$
Both formulas are derived below. The word "minimum" is the name of the model; neither formula is a proven lower bound for real solids.

## Heat carried by one mode

Let $N$ be the occupation of a mode and $N_0=1/(e^x-1)$ its equilibrium value, with $x=\hbar\omega/(k_BT)$. In a steady state, the change caused by drift along the temperature gradient balances relaxation. To first order in the gradient,
$$v_x\frac{\partial N_0}{\partial T}\frac{dT}{dx}=-\frac{N-N_0}{\tau},
\qquad
N-N_0=-\tau v_x\frac{\partial N_0}{\partial T}\frac{dT}{dx}.$$
(The $x$ in $dT/dx$ is the position; elsewhere $x$ is the reduced frequency.) The equilibrium part carries no net flux, because modes with opposite velocities cancel. In a volume $V$ the flux is therefore
$$J=\frac1V\sum_{\rm modes}\hbar\omega\,v_x(N-N_0)
=-\frac{dT}{dx}\,\frac1V\sum_{\rm modes}c\,v_x^2\tau,
\qquad c=\hbar\omega\frac{\partial N_0}{\partial T}.$$
Averaging over directions gives $\langle v_x^2\rangle=v_i^2/3$, since the three Cartesian components are equivalent. Each mode thus contributes its heat capacity $c$ times the diffusivity $D=v_i^2\tau/3$.

The phrase "mean lifetime" hides a factor of two. Consider a walk made of independent flights in random directions, each of duration $t$. Cross terms between flights average to zero, so the mean square displacement per flight is $v_i^2\langle t^2\rangle$, and in three dimensions
$$D=\frac{v_i^2\langle t^2\rangle}{6\langle t\rangle}.$$
Relaxation at a constant rate means exponentially distributed durations, for which $\langle t\rangle=\tau$ and $\langle t^2\rangle=2\tau^2$; this returns $D=v_i^2\tau/3$. If every flight lasted the same time $\tau$, then $\langle t^2\rangle=\tau^2$ and $D=v_i^2\tau/6$. Equation (2) belongs to the exponential convention. A simulation with hops of fixed length $\lambda/2$ would give half of it.

For the heat capacity, $\partial x/\partial T=-x/T$, so
$$c=\hbar\omega\,\frac{e^x}{(e^x-1)^2}\,\frac{x}{T}
=k_B\frac{x^2e^x}{(e^x-1)^2}
=k_B\left[\frac{x/2}{\sinh(x/2)}\right]^2. \tag{3}$$
The last form follows from $e^x-1=2e^{x/2}\sinh(x/2)$.

## Counting the modes

In a periodic box of volume $V$, the allowed wave vectors have density $V/(2\pi)^3$. A branch must hold $nV$ of them inside the sphere of radius $k_D$:
$$\frac{V}{(2\pi)^3}\,\frac{4\pi k_D^3}{3}=nV
\quad\Longrightarrow\quad k_D=(6\pi^2n)^{1/3}. \tag{4}$$
A shell of thickness $dk$ contains, per unit volume and branch,
$$\frac{4\pi k^2dk}{(2\pi)^3}=\frac{k^2}{2\pi^2}\,dk$$
modes. All branches share the same $k_D$; their cutoff temperatures differ because their speeds differ.

The shortest half wavelength is $\pi/k_D=\pi(6\pi^2)^{-1/3}n^{-1/3}\approx0.81\,n^{-1/3}$. The shortest mean free path in the model is therefore slightly less than the mean atomic spacing.

## Cahill's integral

The contribution of branch $i$ is the number of modes times heat capacity times diffusivity:
$$\kappa_i=\int_0^{k_D}\frac{k^2}{2\pi^2}\,c\,\frac{v_i^2}{3}\,\frac{\pi}{v_ik}\,dk
=\frac{v_i}{6\pi}\int_0^{k_D}k\,c\,dk. \tag{5}$$
One power of $k$ has been cancelled by the mean free path. Now put $X_i=\Theta_i/T$. Since $x=\hbar v_ik/(k_BT)$ equals $X_i$ at the cutoff, $k=k_Dx/X_i$ and $k\,dk=k_D^2\,x\,dx/X_i^2$. With equation (3),
$$\kappa_i=\frac{k_Bv_ik_D^2}{6\pi}\,\frac1{X_i^2}\int_0^{X_i}\frac{x^3e^x}{(e^x-1)^2}\,dx.$$
The prefactor follows from equation (4):
$$\frac{k_D^2}{6\pi}=\frac{6^{2/3}\pi^{4/3}}{6\pi}\,n^{2/3}=\frac{\pi^{1/3}}{6^{1/3}}\,n^{2/3}=\left(\frac{\pi}{6}\right)^{1/3}n^{2/3}. \tag{6}$$
Summing over branches gives equation (1).

## The high-temperature limit

When $T\gg\Theta_i$, every mode of the branch has $x\ll1$. Then $\sinh(x/2)\to x/2$ and $c\to k_B$, the classical value. The integrand of equation (1) becomes $x$, and
$$\frac1{X_i^2}\int_0^{X_i}x\,dx=\frac1{X_i^2}\,\frac{X_i^2}{2}=\frac12.$$
This is the factor one half in equation (2). The numerical form is
$$\kappa_\infty=0.4030\,k_Bn^{2/3}(v_L+2v_T).$$

Planck's constant and the temperature have cancelled, because a classical mode holds the same heat capacity at any frequency. Atomic mass enters only through the sound speeds. If $n$ and the speeds are held fixed, changing the mass leaves $\kappa_\infty$ unchanged.

Equation (5) also shows which waves carry the heat. In the classical limit its integrand is proportional to $k$, so modes with $k<fk_D$ carry the share
$$\frac{\int_0^{fk_D}k\,dk}{\int_0^{k_D}k\,dk}=f^2.$$
The lower half of the wave-number range carries one quarter of the heat. The upper half carries the other three quarters, and it is there that a linear dispersion is least secure.

## Approach to the limit

Define the ratio of a branch to its own limit,
$$F(X)=\frac{2}{X^2}\int_0^Xx\left[\frac{x/2}{\sinh(x/2)}\right]^2dx
=2\int_0^1u\left[\frac{Xu/2}{\sinh(Xu/2)}\right]^2du. \tag{7}$$
The series $\sinh y/y=1+y^2/6+y^4/120+\cdots$ has positive coefficients, so for $y>0$ this quotient exceeds one and grows with $y$. Hence $F<1$, and $F$ falls as $X$ rises. At fixed $n$ and fixed speeds, $\kappa(T)$ therefore increases with temperature and approaches $\kappa_\infty$ from below.

For the size of the correction, square the series and invert it:
$$\left(\frac{\sinh y}{y}\right)^2=1+\frac{y^2}{3}+\frac{2y^4}{45}+\cdots,
\qquad
\left(\frac{y}{\sinh y}\right)^2=1-\frac{y^2}{3}+\frac{y^4}{15}-\cdots.$$
The last coefficient is $1/9-2/45=1/15$. Setting $y=x/2$ and integrating term by term,
$$F(X)=\frac2{X^2}\int_0^X\left(x-\frac{x^3}{12}+\frac{x^5}{240}-\cdots\right)dx
=1-\frac{X^2}{24}+\frac{X^4}{720}-\cdots. \tag{8}$$
Weighting the branches by their speeds gives the leading correction to the sum:
$$\frac{\kappa(T)}{\kappa_\infty}\approx1-\frac{1}{24T^2}\,\frac{\sum_iv_i\Theta_i^2}{\sum_iv_i}. \tag{9}$$
The small coefficient $1/24$ makes the limit useful well before $T$ is many times $\Theta_i$. At $T=\Theta_i$ the leading loss of that branch is about 4 percent.

## The opposite limit

For $T\ll\Theta_i$ the upper limit of the integral may be taken to infinity. Since $e^x/(e^x-1)^2=-d(e^x-1)^{-1}/dx$, integration by parts gives
$$\int_0^\infty\frac{x^3e^x}{(e^x-1)^2}dx=3\int_0^\infty\frac{x^2}{e^x-1}dx
=3\sum_{m=1}^\infty\int_0^\infty x^2e^{-mx}dx=3\sum_{m=1}^\infty\frac{2}{m^3}=6\zeta(3),$$
where $\zeta(3)=\sum_m m^{-3}$. The boundary term $x^3/(e^x-1)$ vanishes at both ends. Using equation (6) in the form $(\pi/6)^{1/3}n^{2/3}=k_D^2/(6\pi)$, and $\Theta_i=\hbar v_ik_D/k_B$,
$$\kappa(T)\to\frac{\zeta(3)k_B^3T^2}{\pi\hbar^2}\sum_i\frac1{v_i}.$$
The density has dropped out because the cutoff is no longer reached, and slow branches now contribute most. This limit is a useful check on code. It is a poor guide to real glasses, whose long waves travel much farther than half a wavelength.

## Implementation

If the speeds are not measured, they follow from Young's modulus $E$, Poisson's ratio $\nu$ and the mass density $\rho$. A longitudinal plane wave strains the solid along $x$ alone. Zero lateral strain requires $\sigma_y-\nu(\sigma_x+\sigma_z)=0$ with $\sigma_y=\sigma_z$, so $\sigma_y=\nu\sigma_x/(1-\nu)$. Then
$$\varepsilon_x=\frac{\sigma_x-2\nu\sigma_y}{E}=\frac{\sigma_x}{E}\,\frac{1-\nu-2\nu^2}{1-\nu}
=\frac{\sigma_x}{E}\,\frac{(1+\nu)(1-2\nu)}{1-\nu}.$$
The longitudinal modulus $M=\sigma_x/\varepsilon_x$ and the shear modulus $G$ are
$$M=\frac{E(1-\nu)}{(1+\nu)(1-2\nu)},\qquad G=\frac{E}{2(1+\nu)}.$$
The second follows from principal stresses $\sigma,-\sigma$, which produce principal strains $\pm(1+\nu)\sigma/E$ and a shear angle of twice that size. The wave equations $\rho\ddot u=Mu''$ and $\rho\ddot u=Gu''$ give $v_L=\sqrt{M/\rho}$ and $v_T=\sqrt{G/\rho}$.

At fixed composition and $\nu$, $n\propto\rho$ and $v_i\propto\sqrt{E/\rho}$, so $\kappa_\infty\propto\rho^{2/3-1/2}E^{1/2}=\rho^{1/6}E^{1/2}$. A small relative error in $E$ enters at half its size; one in $\rho$, with $E$ held fixed, at one sixth.

For finite temperature, evaluate equation (7) by quadrature. At large $x$, write the heat capacity as $k_Bx^2e^{-x}/(1-e^{-x})^2$ to avoid overflow. At small $X$, use equation (8).

## Example: a methylsilsesquioxane film

Take a dense interlayer film of composition CH$_3$SiO$_{1.5}$ with rough typical inputs: $\rho=1.30$ g/cm³, $E=5.00$ GPa, $\nu=0.25$, thickness $L=100$ nm and operating temperature 378 K.

The formula unit has mass 67.118 u, which gives 11.664 units per nm³. It contains 3.5 network atoms (Si, O and C) and three hydrogen atoms. The main estimate counts the network atoms alone:
$$n=3.5\times11.664=40.82\ {\rm nm^{-3}}.$$
Leaving out hydrogen is a modelling choice, examined below. The moduli are
$$M=\frac{5.00\times0.75}{1.25\times0.50}=6.00\ {\rm GPa},\qquad G=\frac{5.00}{2\times1.25}=2.00\ {\rm GPa},$$
so $v_L=2148$ m/s, $v_T=1240$ m/s and the three speeds sum to 4629 m/s. Equation (4) gives $k_D=13.42$ nm$^{-1}$; the cutoff temperatures are 220 K (longitudinal) and 127 K (transverse). Equation (2) then yields
$$\kappa_\infty=0.4030\,k_B\,(40.82\times10^{27}\ {\rm m^{-3}})^{2/3}(4629\ {\rm m/s})=0.305\ {\rm W/(m\,K)}.$$
The longitudinal branch supplies 46 percent of this.

Numerical quadrature of equation (1) gives:

| $T$ (K) | $\kappa$ (W/(m K)) | $\kappa/\kappa_\infty$ |
|---|---|---|
| 100 | 0.270 | 0.885 |
| 200 | 0.296 | 0.969 |
| 300 | 0.301 | 0.986 |
| 378 | 0.303 | 0.991 |

At 378 K equation (9) predicts a loss of 0.9 percent relative to $\kappa_\infty$, in agreement with the last row. Within the model, the high-temperature formula is ample for this film. The larger uncertainties lie in the model itself.

## What the model leaves out

**Hydrogen and stiff bonds.** Counting all 75.82 atoms per nm³, with the speeds held fixed, raises $\kappa_\infty$ to 0.461 W/(m K). That count treats hydrogen modes as classical acoustic waves. Real bond vibrations are much stiffer: with rough energies of 0.36 eV for C–H stretching and 0.17 eV for CH$_3$ bending, equation (3) gives heat capacities at 378 K of $0.002k_B$ and $0.15k_B$ per mode. Other hydrogen motions are softer, so leaving out hydrogen altogether is also approximate.

The network has stiff modes too. A Si–O stretch at roughly 0.13 eV has heat capacity $0.31k_B$, whereas the model places all its modes below 0.019 eV. The 0.9 percent loss found above therefore understates the freezing of real vibrations.

**Slowing near the cutoff.** Let the dispersion bend over while keeping the same sound speed:
$$\omega=\frac{2v_ik_D}{\pi}\sin\frac{\pi k}{2k_D},\qquad v_g=\frac{d\omega}{dk}=v_i\cos\frac{\pi k}{2k_D}.$$
In the classical limit, with $q=k/k_D$ and lifetime $\pi/\omega$, each branch is multiplied by
$$2\int_0^1\frac{q^2\cos^2(\pi q/2)}{(2/\pi)\sin(\pi q/2)}\,dq=0.33,$$
evaluated by quadrature. If the mean free path is instead kept at half a wavelength, $v_g^2\tau=v_g\pi/k$, and the factor is
$$2\int_0^1q\cos\frac{\pi q}{2}\,dq=\frac4\pi-\frac8{\pi^2}=0.46.$$
The conductivity falls to 0.10 or 0.14 W/(m K), respectively. The two lifetime conventions agree for linear waves and separate once the waves slow down.

**Long waves.** Suppose that modes with $k<fk_D$ have mean free path $L$ instead of $\pi/k$. The added conductivity of a branch, divided by its limiting value $k_Bv_ik_D^2/(12\pi)$, is
$$\frac{12\pi}{k_Bv_ik_D^2}\,\frac{k_Bv_i}{6\pi^2}\int_0^{fk_D}k^2\left(L-\frac\pi k\right)dk
=\frac{2f^3k_DL}{3\pi}-f^2.$$
For $f=0.10$ and $L=100$ nm this is 0.27, or 0.084 W/(m K). The affected waves have half wavelengths above 2.3 nm. The choice of $f$ is an assumption, and the cubic dependence makes the estimate sensitive to it. Setting the mean free path equal to the film thickness is a second assumption. For heat flowing across the film, a path $L$ is too long. Let these waves cross without scattering, between faces that absorb and re-emit them completely and differ in temperature by $\Delta T$. With heat capacity $C$ per unit volume, they carry the flux $Cv_i\Delta T/4$. Setting this equal to $(Cv_i\Lambda/3)\,\Delta T/L$ gives an effective path $\Lambda=3L/4$ and an addition of 0.062 W/(m K). For this choice of $f$ that value is a ceiling on the cross-plane addition, since scattering inside the film or reflection at its faces lowers it. It does not apply to heat flowing along the film.

**Comparison with real films.** Dense organosilicate films conduct roughly a few tenths of a W/(m K), and moduli of a few GPa are usual for methylsilsesquioxane, so neither the inputs nor the result is far from typical. This agreement does not establish the mechanism: the assumption of linear waves up to the cutoff is broken in real films, and the sine example shows that bending of the dispersion alone can lower the estimate by a factor of two to three, while long waves can raise it. These corrections were computed separately, each relative to $\kappa_\infty$, and should not be added. For design, 0.3 W/(m K) is a reasonable first value for a dense film of this kind, to be replaced by a measurement when the temperature rise matters. Porous films and thermal resistance at metal interfaces need separate treatment.
